# Helicity and the charged-current scattering of neutrinos and antineutrinos on electrons: a program that tests the result

```python
"""
Result under test: for the charged-current contact interaction alone,
  dsigma/dy = G^2 s/pi            for neutrino + electron,
  dsigma/dy = G^2 s/pi (1-y)^2    for antineutrino + electron,
so the totals have ratio 1/3 when m_e^2 << s << M_W^2.
G: Fermi constant; s: squared centre-of-mass energy; y: electron kinetic
energy / incoming neutrino energy in the electron rest frame; theta:
centre-of-mass angle between incoming and outgoing neutrino.
Amplitudes are built from explicit Dirac spinors in the chiral basis.
Natural units with energies in GeV. Helicity signs are +1 and -1.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

G = const.value("Fermi coupling constant")                       # GeV^-2
M_E = const.value("electron mass energy equivalent in MeV") / 1000
SIN2 = const.value("weak mixing angle")                          # sin^2
HBARC_CM = const.hbar * const.c / (const.e * 1e9) * 100          # GeV cm
W_MASS_ROUGH = 80.0                                              # GeV, rough

I2, Z2 = np.eye(2), np.zeros((2, 2))
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
GAMMA = [np.block([[Z2, I2], [I2, Z2]]).astype(complex)]
GAMMA += [np.block([[Z2, q], [-q, Z2]]) for q in PAULI]
PL = np.diag([1, 1, 0, 0]).astype(complex)
PR = np.eye(4) - PL
METRIC = np.array([1, -1, -1, -1])
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
NEUTRINO_HELICITY = {"nu": -1, "anti": 1}


def close(a, b, tol=1e-9):
    return np.allclose(a, b, rtol=tol, atol=0)


def two_spinor(angle, sign):
    """Spin along (+) or against (-) a direction in the xz plane."""
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    return np.array([c, s]) if sign > 0 else np.array([-s, c])


def particle(p, m, angle, h):
    energy = np.sqrt(p * p + m * m)
    chi = two_spinor(angle, h)
    return np.concatenate([np.sqrt(max(energy - h * p, 0)) * chi,
                           np.sqrt(max(energy + h * p, 0)) * chi])


def massless_antiparticle(p, angle, h):
    eta = two_spinor(angle, -h)
    return np.concatenate([np.sqrt(p + h * p) * eta,
                           -np.sqrt(p - h * p) * eta])


def current(left, vertex, right):
    return np.array([left.conj() @ GAMMA[0] @ g @ vertex @ right
                     for g in GAMMA])


def external_spinors(kind, p, m, theta, hel):
    h_k, h_p, h_k2, h_p2 = hel
    e_in = particle(p, m, np.pi, h_p)
    e_out = particle(p, m, theta + np.pi, h_p2)
    if kind == "nu":
        return (particle(p, 0, 0, h_k), e_in,
                particle(p, 0, theta, h_k2), e_out)
    return (massless_antiparticle(p, 0, h_k), e_in,
            massless_antiparticle(p, theta, h_k2), e_out)


def charged(kind, p, m, theta, hel):
    k, e_in, k2, e_out = external_spinors(kind, p, m, theta, hel)
    if kind == "nu":
        j1, j2 = current(k2, PL, e_in), current(e_out, PL, k)
    else:
        j1, j2 = current(k, PL, e_in), current(e_out, PL, k2)
    return 2 * np.sqrt(2) * G * np.sum(METRIC * j1 * j2)


def reordered(kind, p, m, theta, hel, g_left=1.0, g_right=0.0):
    """Neutrino current times electron current."""
    k, e_in, k2, e_out = external_spinors(kind, p, m, theta, hel)
    j1 = current(k2, PL, k) if kind == "nu" else current(k, PL, k2)
    j2 = current(e_out, g_left * PL + g_right * PR, e_in)
    return 2 * np.sqrt(2) * G * np.sum(METRIC * j1 * j2)


def summed_square(kind, p, m, theta, amplitude=charged, **kw):
    h = NEUTRINO_HELICITY[kind]
    return sum(abs(amplitude(kind, p, m, theta, (h, a, h, b), **kw))**2
               for a in (-1, 1) for b in (-1, 1))


def angular_squares(kind, p, m, **kw):
    return np.array([summed_square(kind, p, m, np.arccos(c), **kw)
                     for c in NODES])


def cross_section(kind, p, m, **kw):
    s = (p + np.sqrt(p * p + m * m))**2
    averaged = angular_squares(kind, p, m, **kw) / 2
    return 2 * np.pi * np.sum(WEIGHTS * averaged) / (64 * np.pi**2 * s)


def cm_momentum(e_nu):
    return M_E * e_nu / np.sqrt(M_E**2 + 2 * M_E * e_nu)


def recoil_fraction(p, cos_theta):
    """y from an explicit boost to the initial electron's rest frame."""
    energy = np.sqrt(p * p + M_E**2)
    boost, beta = energy / M_E, p / energy
    e_lab = boost * (energy - beta * p * cos_theta)
    return (e_lab - M_E) / (boost * (p + beta * p))


# Two-component identity behind the spin-singlet form of the amplitude.
sigma_bar = np.array([I2] + [-q for q in PAULI])
eps = np.array([[0, 1], [-1, 0]])
lhs = np.einsum("m,mab,mcd->abcd", METRIC, sigma_bar, sigma_bar)
assert np.allclose(lhs, 2 * np.einsum("ac,bd->abcd", eps, eps))

# Massless helicity selection and the axial angular momentum it implies.
p0, s0 = 1.0, 4.0
axis_spin = {}
for kind in ("nu", "anti"):
    alive = [h for h in itertools.product((-1, 1), repeat=4)
             if abs(charged(kind, p0, 0, 1.0, h)) > 1e-12 * G * s0]
    assert len(alive) == 1
    h_k, h_p, h_k2, h_p2 = alive[0]
    assert h_p == h_p2 == -1 and h_k == h_k2 == NEUTRINO_HELICITY[kind]
    axis_spin[kind] = (h_k - h_p) / 2
assert axis_spin == {"nu": 0.0, "anti": 1.0}

# Angular shapes: constant for neutrinos, spin-one rotation for the other.
r = 1 / np.sqrt(2)
J_Y = np.array([[0, -1j * r, 0], [1j * r, 0, -1j * r], [0, 1j * r, 0]])
for theta in np.linspace(0, np.pi, 9):
    rotation = expm(-1j * theta * J_Y)[0, 0].real
    a_nu = abs(charged("nu", p0, 0, theta, (-1, -1, -1, -1)))
    a_anti = abs(charged("anti", p0, 0, theta, (1, -1, 1, -1)))
    scale = 4 * np.sqrt(2) * G * s0
    assert close(a_nu, scale)
    assert abs(a_anti / scale - rotation) < 1e-12
    assert abs(rotation - (1 + np.cos(theta)) / 2) < 1e-12

# Equal forward strengths, and the forward neutrino current is 2 k^mu.
k_vector = np.array([p0, 0, 0, p0])
k_part = particle(p0, 0, 0, -1)
k_anti = massless_antiparticle(p0, 0, 1)
assert np.allclose(current(k_part, PL, k_part), 2 * k_vector)
assert np.allclose(current(k_anti, PL, k_anti), 2 * k_vector)
assert close(summed_square("nu", p0, 0, 0), summed_square("anti", p0, 0, 0))

# Fierz reordering for every electron helicity, with a massive electron.
for kind, a, b in itertools.product(("nu", "anti"), (-1, 1), (-1, 1)):
    h = NEUTRINO_HELICITY[kind]
    args = (kind, 0.7, 0.4, 1.1, (h, a, h, b))
    assert abs(charged(*args) + reordered(*args)) < 1e-12 * G

# Massless totals by quadrature.
total_nu = cross_section("nu", p0, 0)
total_anti = cross_section("anti", p0, 0)
assert close(total_nu, G**2 * s0 / np.pi)
assert close(total_anti, G**2 * s0 / (3 * np.pi))

# Finite electron mass: differential law, endpoint and ratio.
energies = [1e-4, 1e-3, 1e-2, 1.0]
mass_ratios = []
for e_nu in energies:
    p = cm_momentum(e_nu)
    y = recoil_fraction(p, NODES)
    y_max = 2 * e_nu / (2 * e_nu + M_E)
    assert close(y, y_max * (1 - NODES) / 2, 1e-8)
    base = 128 * G**2 * M_E**2 * e_nu**2
    assert close(angular_squares("nu", p, M_E), base, 1e-8)
    assert close(angular_squares("anti", p, M_E), base * (1 - y)**2, 1e-8)
    ratio = cross_section("anti", p, M_E) / cross_section("nu", p, M_E)
    assert close(ratio, 1 - y_max + y_max**2 / 3, 1e-8)
    mass_ratios.append(ratio)

# A finite-range force at s = M_W^2: zero axial spin, yet not flat.
q_squared = -2 * p0**2 * (1 + NODES)
propagator = 1 / (1 - q_squared / s0)
squares = angular_squares("nu", p0, 0)
reduction = (np.sum(WEIGHTS * squares * propagator**2)
             / np.sum(WEIGHTS * squares))
assert close(reduction, 1 / (1 + 1.0))
end_ratio = (1 / (1 + 4 * p0**2 / s0))**2
assert propagator.max() / propagator.min() > 1.9

# Adding Z exchange changes the elastic ratio.
g_left, g_right = 0.5 + SIN2, SIN2
options = dict(amplitude=reordered, g_left=g_left, g_right=g_right)
z_ratio = (cross_section("anti", p0, 0, **options)
           / cross_section("nu", p0, 0, **options))
assert close(z_ratio, (g_left**2 / 3 + g_right**2)
             / (g_left**2 + g_right**2 / 3))
assert abs(z_ratio - 1 / 3) > 0.05

# Worked example: 1 GeV on an electron at rest.
E_NU = 1.0
p = cm_momentum(E_NU)
s = M_E**2 + 2 * M_E * E_NU
y_max = recoil_fraction(p, -1.0)
y = recoil_fraction(p, NODES)
sigma, mean_y = {}, {}
for kind in ("nu", "anti"):
    weight = WEIGHTS * angular_squares(kind, p, M_E)
    sigma[kind] = cross_section(kind, p, M_E) * HBARC_CM**2
    mean_y[kind] = np.sum(weight * y) / np.sum(weight)
assert close(mean_y["nu"], y_max / 2, 1e-8)
assert close(mean_y["anti"], 0.25, 1e-6)
# The massless formula differs by terms of relative order m_e/E_nu.
assert close(sigma["nu"], G**2 * s / np.pi * HBARC_CM**2, 2e-3)

print(f"Fermi constant: {G:.7e} GeV^-2")
print(f"electron mass: {M_E * 1000:.6f} MeV")
print(f"(hbar c)^2: {HBARC_CM**2:.5e} GeV^2 cm^2")
print(f"J_z, neutrino + electron: {axis_spin['nu']:.0f} hbar")
print(f"J_z, antineutrino + electron: {axis_spin['anti']:.0f} hbar")
print(f"incoming energy: {E_NU:.1f} GeV")
print(f"s: {s:.6e} GeV^2")
print(f"centre-of-mass energy: {np.sqrt(s) * 1000:.3f} MeV")
print(f"s/M_W^2 with rough M_W = {W_MASS_ROUGH:.0f} GeV: "
      f"{s / W_MASS_ROUGH**2:.1e}")
print(f"y_max: {y_max:.6f}")
print(f"sigma CC neutrino: {sigma['nu']:.4e} cm^2")
print(f"sigma CC antineutrino: {sigma['anti']:.4e} cm^2")
print(f"CC ratio at 1 GeV: {sigma['anti'] / sigma['nu']:.6f}")
print(f"massless CC ratio: {total_anti / total_nu:.6f}")
print(f"mean recoil, neutrino: {mean_y['nu'] * E_NU:.4f} GeV")
print(f"mean recoil, antineutrino: {mean_y['anti'] * E_NU:.4f} GeV")
print("massless |M|^2 relative to the neutrino value at y = 0:")
reference = summed_square("nu", p0, 0, 0)
for y_row in (0, 0.25, 0.5, 0.75, 1):
    theta = np.arccos(1 - 2 * y_row)
    flat = summed_square("nu", p0, 0, theta) / reference
    falling = summed_square("anti", p0, 0, theta) / reference
    print(f"  y={y_row:.2f} theta={np.degrees(theta):.1f} deg "
          f"nu={flat:.4f} antinu={falling:.4f}")
print("CC antineutrino/neutrino ratio with electron mass:")
for e_nu, ratio in zip(energies, mass_ratios):
    edge = 2 * e_nu / (2 * e_nu + M_E)
    print(f"  E={e_nu * 1000:g} MeV y_max={edge:.4f} ratio={ratio:.4f}")
print(f"s=M_W^2: neutrino total / contact total: {reduction:.4f}")
print(f"s=M_W^2: neutrino rate at y=0 / at y=1: {end_ratio:.4f}")
print(f"sin^2 of weak mixing angle: {SIN2:.5f}")
print(f"g_L: {g_left:.5f}, g_R: {g_right:.5f}")
print(f"massless elastic ratio with Z exchange: {z_ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
Fermi constant: 1.1663787e-05 GeV^-2
electron mass: 0.510999 MeV
(hbar c)^2: 3.89379e-28 GeV^2 cm^2
J_z, neutrino + electron: 0 hbar
J_z, antineutrino + electron: 1 hbar
incoming energy: 1.0 GeV
s: 1.022259e-03 GeV^2
centre-of-mass energy: 31.973 MeV
s/M_W^2 with rough M_W = 80 GeV: 1.6e-07
y_max: 0.999745
sigma CC neutrino: 1.7228e-41 cm^2
sigma CC antineutrino: 5.7442e-42 cm^2
CC ratio at 1 GeV: 0.333418
massless CC ratio: 0.333333
mean recoil, neutrino: 0.4999 GeV
mean recoil, antineutrino: 0.2500 GeV
massless |M|^2 relative to the neutrino value at y = 0:
  y=0.00 theta=0.0 deg nu=1.0000 antinu=1.0000
  y=0.25 theta=60.0 deg nu=1.0000 antinu=0.5625
  y=0.50 theta=90.0 deg nu=1.0000 antinu=0.2500
  y=0.75 theta=120.0 deg nu=1.0000 antinu=0.0625
  y=1.00 theta=180.0 deg nu=1.0000 antinu=0.0000
CC antineutrino/neutrino ratio with electron mass:
  E=0.1 MeV y_max=0.2813 ratio=0.7451
  E=1 MeV y_max=0.7965 ratio=0.4150
  E=10 MeV y_max=0.9751 ratio=0.3418
  E=1000 MeV y_max=0.9997 ratio=0.3334
s=M_W^2: neutrino total / contact total: 0.5000
s=M_W^2: neutrino rate at y=0 / at y=1: 0.2500
sin^2 of weak mixing angle: 0.22305
g_L: 0.72305, g_R: 0.22305
massless elastic ratio with Z exchange: 0.4153
all assertions hold
```
